# Photon Correlation and Biexciton Yield of a Single Pulsed Nanocrystal, part 1

(Sections cited here and not found follow in the second part.)

## First half: from photon pairs to a ratio of yields

**Q.** You excite one nanocrystal with a train of laser pulses, split its light between two detectors, and say that the coincidences at zero delay tell you something about the biexciton. I don't even see what number you are reading. A histogram of delays has a height at zero that depends on the bin width and on how long you measured.

**A.** The number is a ratio of two areas in the same histogram, so bin width and measuring time cancel. Call the detectors A and B, and record the delay $\tau=t_B-t_A$ for every pair of clicks, one in each arm. Because the excitation is pulsed, the delays gather in peaks at multiples of the pulse period. The peak around $\tau=0$ collects pairs in which both photons follow the same pulse. The peak around the $j$-th multiple collects pairs from pulses that lie $j$ periods apart. I define

$$g=\frac{\text{area of the peak around zero delay}}{\text{area of a side peak}} .$$

This requires the peaks to be separated, so the exciton must have decayed before the next pulse arrives. For the present I also assume that different pulses give statistically independent results, that there is no background, and that each photon is detected in arm A with probability $A$ and in arm B with probability $B$, whatever its origin.

**Q.** Then $g$ still contains $A$ and $B$, and those are properties of your optics.

**A.** They cancel. Let $n$ be the number of photons the nanocrystal emits after one pulse, and let $a$ and $b$ be the numbers of detections in the two arms. Angle brackets denote an average over pulses. Each photon reaches arm A with probability $A$, so $\langle a\rangle=A\langle n\rangle$, and likewise $\langle b\rangle=B\langle n\rangle$.

A coincidence within one pulse needs two different photons, since one photon cannot be detected twice. There are $n(n-1)$ ways to name a first photon for A and a different second photon for B, and each way succeeds with probability $AB$. Therefore $\langle ab\rangle=AB\langle n(n-1)\rangle$. For two independent pulses the average of the product is the product of the averages, $AB\langle n\rangle^2$. The ratio is

$$g=\frac{\langle n(n-1)\rangle}{\langle n\rangle^2}. \tag{1}$$

If no pulse ever yields more than one photon, then $n(n-1)=0$ each time and $g=0$. A non-zero value from a single nanocrystal measures its ability to emit at least two photons after one pulse.

**Q.** Real photon-counting detectors click once and then go dead. They do not report $a=2$.

**A.** True, but with at most two photons per pulse a coincidence uses one photon in each arm, and neither detector is asked to count to two. A difference remains because two photons in the same arm give one click instead of two, which slightly lowers the side peaks. It is small when the detection probabilities are small. In the example treated below, with 0.03 per arm, the ratio computed for detectors that click at most once per pulse is 0.2026, and the ratio computed from (1) is also 0.2026.

**Q.** To use (1) you need the distribution of $n$, and that depends on how many excitons the pulse created. Why should that number be Poissonian? A nanocrystal is a small object with few states.

**A.** It is Poissonian if the absorption rate does not depend on how many excitons are already present. Let $w(t)$ be that rate during the pulse, and let $P_N(t)$ be the probability that $N$ excitons have been created. I assume that one absorbed photon makes one exciton and that nothing decays during the pulse. The probability of $N$ gains from $N-1$ and loses to $N+1$:

$$\frac{dP_N}{dt}=w(t)\,\left[P_{N-1}-P_N\right],\qquad P_N=\delta_{N0}\ \text{before the pulse}.$$

Multiply by $z^N$ and sum over $N$. With $F(z,t)=\sum_N z^N P_N(t)$, the first term gives $zF$ and the second gives $-F$, so that $dF/dt=w(t)(z-1)F$. Initially $F=1$, hence after the pulse

$$F=e^{\mu(z-1)}=e^{-\mu}\sum_N\frac{\mu^N z^N}{N!},\qquad \mu=\int w(t)\,dt .$$

The coefficient of $z^N$ is the Poisson probability

$$P_N=e^{-\mu}\frac{\mu^N}{N!}. \tag{2}$$

The rate is the cross-section $\sigma$ times the photon flux. Integrated over a pulse of fluence $\Phi$ (energy per area) and photon energy $\omega$, in atomic units with $\hbar=1$, this gives $\mu=\sigma\Phi/\omega$. The pulses must carry the same energy each time, as those of a stable laser nearly do.

**Q.** When would a dot satisfy these conditions?

**A.** Pumping high above the emission energy helps. Take a CdSe/CdS core-shell nanocrystal at 300 K, pumped at 405 nm and emitting at 630 nm. The photon energies are 3.061 eV and 1.968 eV. Their ratio is 1.56, less than two, so one pump photon does not carry the energy of two excitons. The excess of 1.093 eV is about 42 times the thermal energy of 0.0259 eV. The electron and the hole share it unequally, but even a fifth of it is about eight times the thermal energy. Once the carriers have cooled to the band edge, they therefore leave the states addressed by the pump almost empty. That makes a constant cross-section plausible, without proving it, and I shall return to what a change would do.

For a fluence of 5 µJ/cm² and a cross-section of $1.0\times10^{-14}$ cm², with a photon energy of $4.90\times10^{-19}$ J,

$$\mu=\frac{(1.0\times10^{-14})(5\times10^{-6})}{4.90\times10^{-19}}=0.102 .$$

**Q.** Now you have $N$ excitons. How do you get from there to photons?

**A.** Through a cascade. Level $m$, with $m$ excitons, decays to level $m-1$ at a total rate $\Gamma_m$, of which $k_m$ is radiative. The chance that level $m$ still exists after a time $t$ is $e^{-\Gamma_m t}$, so the probability that its decay is radiative is

$$\eta_m=\int_0^\infty k_m e^{-\Gamma_m t}\,dt=\frac{k_m}{\Gamma_m}.$$

This defines the exciton yield $\eta_1$ and the biexciton yield $\eta_2$. I assume that the level number is all the system remembers. In particular, an exciton left behind by a biexciton has the same yield as an exciton created directly.

Let $X_m$ be 1 if the step from $m$ to $m-1$ emits a photon, and 0 if it does not. Starting from $N$ excitons, $n=\sum_{m=1}^N X_m$. Since $X_m^2=X_m$, the diagonal terms of $n^2$ add up to $n$, and subtracting $n$ removes them:

$$n(n-1)=\sum_{i\ne j}X_iX_j=2\sum_{i<j\le N}X_iX_j .$$

The steps are independent, and $X_m$ has mean $\eta_m$. Averaging over the cascade and then over $N$ gives

$$\langle n\rangle=\sum_N P_N\sum_{m\le N}\eta_m,\qquad
\langle n(n-1)\rangle=2\sum_N P_N\sum_{i<j\le N}\eta_i\eta_j. \tag{3}$$

**Q.** Those are sums over all multiexcitons. You promised me the biexciton.

**A.** Weak excitation selects it. For small $\mu$, equation (2) gives $P_1=\mu+O(\mu^2)$, $P_2=\mu^2/2+O(\mu^3)$ and $P_3=O(\mu^3)$. A photon needs at least one exciton, so $\langle n\rangle=\mu\eta_1+O(\mu^2)$. A pair needs at least two, so

$$\langle n(n-1)\rangle=2\cdot\frac{\mu^2}{2}\,\eta_1\eta_2+O(\mu^3)=\mu^2\eta_1\eta_2+O(\mu^3).$$

Dividing by $\langle n\rangle^2=\mu^2\eta_1^2+O(\mu^3)$, I obtain

$$\lim_{\mu\to0}g=\frac{\eta_2}{\eta_1}\equiv r. \tag{4}$$

The factor 2 from the two orderings of a pair cancels the $1/2!$ in the Poisson probability. One power of $\eta_1$ also cancels: the second photon of the pair comes from an exciton, as does each photon in a side peak.

**Q.** That cancellation looks too convenient. What would happen with other statistics?

**A.** It would fail. As long as three or more excitons are negligible in the pairs, and two or more are negligible in the mean, equation (3) gives

$$g\simeq\frac{2P_2}{P_1^2}\,\frac{\eta_2}{\eta_1}.$$

For Poisson absorption the prefactor is $2(\mu^2/2)e^{-\mu}/(\mu^2e^{-2\mu})=e^{\mu}$, which tends to 1. For the thermal distribution $P_N=\mu^N/(1+\mu)^{N+1}$ it is $2(1+\mu)$, which tends to 2. Listing all detector outcomes for thermal statistics at $\mu=10^{-4}$ gave a factor of 2.000. The Poisson assumption therefore fixes the numerical factor in (4).

**Q.** Here is my main doubt. A biexciton that loses its first exciton by Auger recombination still leaves an exciton, which may emit. Such events are frequent. Why do they not appear in (4)?

**A.** They give one photon, and one photon makes no pair. They do add to $\langle n\rangle$, but with weight $P_2$, which is one order in $\mu$ beyond the term kept. This also settles what $\eta_2$ means. It is the probability that the step from biexciton to exciton emits. The mean photon number from a doubly excited nanocrystal is $\eta_1+\eta_2$, and that is a different quantity.

**Q.** Put numbers in. Where would the yields come from?

**A.** From a simple counting model, which is an assumption of the example and is not needed for (4). Let the exciton lifetime be 25 ns and its yield 0.90. Its total rate is then $0.0400\ \text{ns}^{-1}$, split into 0.0360 radiative and 0.0040 from trapping. Let radiative rates scale with the number of electron-hole pairings, trapping with the number of holes, and Auger rates with the number of triples (two electrons and a hole, or two holes and an electron), all triples counting equally.

A biexciton has $2\times2=4$ pairings and $2+2=4$ triples. With an Auger time of 1.5 ns,

$$k_2=4(0.0360)=0.1440,\qquad \Gamma_2=0.1440+0.0080+0.6667=0.8187\ \text{ns}^{-1},$$

so $\eta_2=0.1759$, and the biexciton lives for 1.22 ns. A triexciton has 9 pairings and $9+9=18$ triples, hence $\eta_3=0.3240/(0.3240+0.0120+3.0000)=0.0971$. The limit (4) is $r=0.1759/0.9000=0.1954$.

**Q.** You computed $r$ from (4), so of course it agrees with (4). Can you obtain $g$ without the yields?

**A.** Yes, from the rates alone. Let $p_m(t)$ be the probability of level $m$. Let $u_m(t)$ and $v_m(t)$ be the averages of $n$ and $n(n-1)$ restricted to that level, where $n$ counts the photons emitted so far. Write $L$ for the matrix of all transitions, including pumping, and $J$ for its radiative part, which takes level $m$ to $m-1$ at rate $k_m$. An emission changes $n$ by 1, and it changes $n(n-1)$ by $(n+1)n-n(n-1)=2n$. Thus

$$\dot p=Lp,\qquad \dot u=Lu+Jp,\qquad \dot v=Lv+2Ju .$$

Integrated through a very short pulse and the decay after it, with $\mu=10^{-4}$, these equations give $g=0.1954$. The calculation uses only the transition rates and the pumping rate; neither formula (4) nor the Poisson distribution (2) enters it.

**Q.** You have shown this for areas. People speak of the correlation "at zero delay". Is the height at $\tau=0$ not the more direct quantity?

**A.** In the weak limit, the height gives the same ratio if the exciton decays with a single exponential. Let $f(t)$ be the normalized distribution of the exciton's emission time, counted from the moment the exciton stands alone. In the weak limit, the two photons of a central pair are separated by this time. Either detector may receive the earlier one, so the normalized central peak is $\tfrac12f(|\tau|)$. In a side peak, each photon has its own delay after its own pulse. Measured from the peak's centre, the normalized shape is

$$h(\tau)=\int_0^\infty f(t)f(t+|\tau|)\,dt .$$

For $f(t)=\Gamma_1e^{-\Gamma_1t}$,

$$h(\tau)=\Gamma_1^2e^{-\Gamma_1|\tau|}\int_0^\infty e^{-2\Gamma_1t}\,dt=\tfrac12\Gamma_1e^{-\Gamma_1|\tau|}=\tfrac12f(|\tau|).$$

The shapes coincide, and the ratio of heights equals the ratio of areas at every delay. Two-time correlations computed from the rates at $\mu=10^{-4}$ gave 0.1955, 0.1954 and 0.1954 at 0, 10 and 30 ns. At finite $\mu$, short-lived multiexcitons change the shapes of the central and side peaks differently, and the two ratios then differ. At $\mu=0.102$ the ratio of heights at zero delay is 0.2104, against 0.2026 for the areas.

**Q.** And if the decay is not a single exponential?

**A.** Then use the areas. Suppose that each exciton, however it was formed, decays with equal probability at a rate $\alpha=0.20$ or $\beta=0.04\ \text{ns}^{-1}$, with the same yield in either case, so that $f=\tfrac12\alpha e^{-\alpha t}+\tfrac12\beta e^{-\beta t}$. The central height is $\tfrac12f(0)=(\alpha+\beta)/4=0.0600\ \text{ns}^{-1}$. The side height is

$$h(0)=\int_0^\infty f^2\,dt=\frac{\alpha}{8}+\frac{\beta}{8}+\frac{\alpha\beta}{2(\alpha+\beta)}=0.0467\ \text{ns}^{-1}.$$

The ratio of heights would exceed the ratio of areas by a factor of 1.286. Both normalized shapes still have unit area, so (4) stands for areas.

## Second half: what a measured ratio contains

**Q.** Before I attack the assumptions, remind me what is on the table.

**A.** A pulse creates $N$ excitons with Poisson probability $P_N$ and mean $\mu$. The step from $m$ to $m-1$ excitons emits a photon with probability $\eta_m$, and $n$ is the photon number after one pulse. The ratio of the central peak area to a side peak area is $g=\langle n(n-1)\rangle/\langle n\rangle^2$, with both averages given by the sums (3). As $\mu\to0$, it tends to $r=\eta_2/\eta_1$. In the example $\eta_1=0.9000$, $\eta_2=0.1759$, $\eta_3=0.0971$ and $r=0.1954$. The exciton's total decay rate is $\Gamma_1=0.0400\ \text{ns}^{-1}$, and $\mu=0.1019$ at a fluence of 5 µJ/cm².

**Q.** Nobody measures at $\mu=0$. How wrong is the limit at $\mu=0.1$?

**A.** Keep one more order. In the pair average, three excitons contribute with $P_3=e^{-\mu}\mu^3/6$:

$$\langle n(n-1)\rangle=e^{-\mu}\left[\mu^2\eta_1\eta_2+\frac{\mu^3}{3}(\eta_1\eta_2+\eta_1\eta_3+\eta_2\eta_3)+\dots\right].$$

Take out $\mu^2\eta_1\eta_2$, define $q=1+\eta_3/\eta_2+\eta_3/\eta_1$, and expand $e^{-\mu}=1-\mu+\dots$:

$$\langle n(n-1)\rangle=\mu^2\eta_1\eta_2\left[1+\mu\left(\frac q3-1\right)+O(\mu^2)\right].$$

In the mean, two excitons contribute:

$$\langle n\rangle=e^{-\mu}\left[\mu\eta_1+\frac{\mu^2}{2}(\eta_1+\eta_2)+\dots\right]
=\mu\eta_1\left[1-\frac{\mu}{2}(1-r)+O(\mu^2)\right]. \tag{5}$$

Its square is $\mu^2\eta_1^2[1-\mu(1-r)+O(\mu^2)]$. On division the first-order terms subtract, and $(q/3-1)+(1-r)=q/3-r$. Hence

$$g=r\,[1+c\mu+O(\mu^2)],\qquad c=\frac13\left(1+\frac{\eta_3}{\eta_2}+\frac{\eta_3}{\eta_1}\right)-\frac{\eta_2}{\eta_1}. \tag{6}$$

Here $c=\tfrac13(1+0.552+0.108)-0.195=0.358$. The slope extracted from the rate equations at $\mu=10^{-3}$ was 0.3580, against 0.3579 from the formula. At $\mu=0.1019$, equation (6) predicts an increase of 3.65 %, and the full calculation gives $g=0.2026$, which is 3.66 % above $r$.

For Poisson absorption, the ratio of peak areas tends to $\eta_2/\eta_1$ as $\mu\to0$, and equation (6) gives the first correction at finite $\mu$. What remains is to see when that correction changes sign, and how pulse length, altered absorption or detection, dark counts, blinking and a second nanocrystal affect a measured ratio.
